Tolman correction to the nucleation barrier of a spherical crystal

**Problem**

A glassy film in a phase-change memory cell is held at 600 K, where it crystallizes by nucleation. Treat a crystalline nucleus as an isotropic, unstrained sphere inside the glass, far from any wall and without an applied electric field. Two quantities describe it: the interfacial energy per area of a flat boundary, γ = 0.40 eV/nm² (0.064 J/m²), and the driving force g = 1.0 eV/nm³, which is the free energy gained per volume crystallized.

A strongly curved boundary need not have the flat value. To first order in curvature, the Tolman correction reads

γ(r) = γ(1 − 2δ/r),

where the Tolman length δ is taken as 0.02 nm. The symbol γ without an argument always means the flat value. Temperature, g and γ are held fixed while the correction is switched on.

(a) Estimate by scaling how much the nucleation barrier changes.

(b) Find the change from the maximum of the work of formation, and relate it to the change of the interfacial energy.

(c) Compare the two results, and find what must be small for the first-order answer to be useful.

**Uncorrected barrier**

Without the correction, a sphere of radius r costs the work

W(r) = 4πr²γ − (4/3)πr³g.

The first term is the price of the surface and the second the gain of the volume. Setting the derivative to zero gives

8πrγ − 4πr²g = 0, so r* = 2γ/g.

The second derivative there is 8πγ − 8πr*g = −8πγ, which is negative, so this is a maximum. Inserting g = 2γ/r* gives the barrier

W₀ = 4πr*²γ − (8/3)πr*²γ = (4/3)πr*²γ = 16πγ³/(3g²).

At the maximum the surface term is 3W₀ and the volume term is −2W₀. For the given numbers,

r* = 2 × 0.40/1.0 = 0.80 nm,

W₀ = (4/3)π × 0.80² × 0.40 = 1.072 eV.

With kT = 0.0517 eV this is 20.7 kT. The small parameter of the problem is

x = δ/r* = 0.02/0.80 = 0.025.

**First estimate by scaling**

Suppose that the barrier depends on γ and g alone, as γᵃgᵇ. The unit of γ is energy/length² and that of g is energy/length³. The result must be an energy, so a + b = 1 and 2a + 3b = 0. Hence a = 3 and b = −2:

W ∝ γ³/g².

At r* the interfacial energy changes by the fraction −2δ/r* = −2x, or −5 %. At fixed g a small relative change of γ is tripled by the cube, which suggests −6x, or −15 %. Keeping the whole cube gives 0.95³ − 1 = −14.3 %.

This argument has a gap. The correction brings in a second length, δ, so dimensions now allow W = (γ³/g²)F(δg/γ) with any function F. The estimate treats the interfacial energy as a constant with its value at r*, although it varies with r while the maximum is being sought, and the maximum itself moves. Whether these effects alter the coefficient 6 has to be calculated.

**Solution from the maximum of the work**

With the Tolman correction the work becomes

W(r) = 4πγr² − 8πγδr − (4/3)πgr³.

Measure the radius by ρ = r/r*, replace g by 2γ/r*, and divide by W₀ = (4/3)πr*²γ. The three terms give

W/W₀ = 3ρ² − 6xρ − 2ρ³.

The derivative is 6ρ − 6x − 6ρ². It vanishes when

ρ² − ρ + x = 0, so ρ = [1 ± √(1 − 4x)]/2.

The second derivative is 6 − 12ρ, negative for ρ > 1/2, so the plus sign gives the maximum. The other root lies near r = δ, where γ(r) is negative. A first-order curvature law has no validity there, and this root is discarded.

To find the height, use the quadratic equation to remove powers of ρ:

ρ² = ρ − x,

ρ³ = ρ² − xρ = ρ − x − xρ.

Then

W/W₀ = 3(ρ − x) − 6xρ − 2(ρ − x − xρ) = (1 − 4x)ρ − x.

This is the full maximum of the chosen W(r). For small x, √(1 − 4x) = 1 − 2x − 2x² − …, so ρ = 1 − x − x² − …, and

W/W₀ = (1 − 4x)(1 − x − x²) − x + … = 1 − 6x + 3x² + …

The first-order answer to (b) is therefore

ΔW/W₀ = −6δ/r* = 3Δγ/γ, with Δγ/γ = −2δ/r*.

The coefficient can be read directly from the energy balance. The curve W(r) is flat at its maximum, so a displacement of the critical radius by an amount of order δ changes the height only at order δ². To first order it suffices to evaluate the added term at the old radius:

ΔW = −8πγδr* = −2x × 4πr*²γ = −2x × 3W₀.

The correction removes the fraction 2x of the surface cost, and that cost is three times the barrier. Here 4πr*²γ = 3.22 eV, of which 5 % is 0.161 eV. The barrier falls from 1.072 to 0.911 eV.

The phrase "interfacial-energy change" refers to energy per area. The total surface energy of the new critical nucleus behaves differently in this description, because its radius also shrinks. The surface term 3(ρ² − 2xρ) becomes 3(1 − 4x) to first order, a relative change of −4x. The volume term becomes −2(1 − 3x). Their sum is again 1 − 6x.

The full maximum lies at r = 0.779 nm, with W = 0.914 eV, a change of −14.8 %.

**The surface of tension**

A diffuse boundary has no unique radius, and the radius at which γ(r) is evaluated needs a meaning. For a given critical nucleus, one may place a notional dividing sphere at any R and assign it an interfacial energy γ_R such that

W = 4πR²γ_R − (4/3)πR³g.

Neither W nor g depends on where the sphere is drawn. Differentiating with respect to this notional displacement, and writing [dγ/dR] for the corresponding derivative, gives

0 = 8πRγ_R + 4πR²[dγ/dR] − 4πR²g,

g = 2γ_R/R + [dγ/dR].

The surface of tension is the sphere R_s for which the bracket vanishes. With γ_s its interfacial energy, g = 2γ_s/R_s, and

W = (4/3)πR_s²γ_s = 16πγ_s³/(3g²).

The cube law of the scaling estimate thus holds, provided that γ_s is the value at the surface of tension of the actual nucleus.

Now use γ_s = γ(1 − 2δ/R_s). Let σ = R_s/r*. Since R_s = 2γ_s/g and r* = 2γ/g, σ is also γ_s/γ. Therefore

σ = 1 − 2x/σ, or σ² − σ + 2x = 0,

σ = [1 + √(1 − 8x)]/2 = 1 − 2x − 4x² − …

The barrier ratio is σ³. With σ = 1 − u and u = 2x + 4x² + …,

σ³ = 1 − 3u + 3u² + … = 1 − 6x − 12x² + 12x² + … = 1 − 6x + 0·x² + …

In the example R_s = 0.758 nm, γ_s = 0.379 eV/nm² and W = 0.911 eV, a change of −15.0 %. The first-order coefficient is the same as before, but the radius has moved by about −2δ instead of −δ.

The surface of tension also shows why the fixed driving force matters. If two nuclei are compared at the same actual R_s, then W = (4/3)πR_s²γ_s changes only by −2δ/R_s. For R_s = 0.80 nm that is −5 %. In this comparison g must be lowered together with γ_s, from 1.0 to 0.95 eV/nm³, and the two changes partly cancel in γ_s³/g².

**Why both radii give the same first-order barrier**

Describe the boundary by an order parameter φ that runs from 1 in the crystal to 0 in the glass. In reduced units take the energy

F = ∫[½|∇φ|² + w(φ) − hφ] dV,

where w has two equal minima, at 0 and 1, with w = 0 there, and h favours the crystal. For a flat boundary at h = 0, the stationary profile obeys φ″ = w′(φ). Multiplying by φ′ and integrating from the bulk gives ½φ′² = w. The excess energy density is then φ′², and

γ = ∫φ′² dz.

Let z point from crystal to glass. Define z_s as the average of z weighted by φ′², and z_e as the position of a sharp step containing the same total φ, the equimolar position. Wrap this profile on a sphere of radius R. To the order needed, its surface energy is

4π∫(R + z)²φ′² dz = 4πγ(R² + 2Rz_s) + terms of order γ(width)²,

and its transformed volume is (4/3)π(R + z_e)³. With r = R + z_e,

R² + 2Rz_s = r² − 2r(z_e − z_s) + terms of order (width)².

The work is thus the W(r) maximized above, with

δ = z_e − z_s.

The profile also relaxes when it is bent, by a relative amount of order width/r. Since the flat profile is stationary, this costs or gains energy at second order only, about 4πr²γ(width/r)², which is again of order γ(width)². The response of the two bulk phases to h is included by taking g as their actual energy difference.

So, in this model, the radius in the direct maximization is the equimolar radius, r* − δ to first order. The surface of tension lies a further δ inside it, at r* − 2δ. A positive δ means that the equimolar surface is the outer one, and it lowers the barrier. A negative δ raises it. This identification rests on the linear coupling −hφ. If the driving force enters as −h p(φ), with p(0) = 0 and p(1) = 1, then z_e is the step containing the same total p(φ). For the symmetric wells w = ½k²φ²(1 − φ)² and p = φ², this gives δ = −1/k, although the step of equal total φ coincides with z_s. For a crystal in its glass, "equimolar" therefore refers to the quantity on which the driving force acts, which need not be the number of atoms.

**A nucleus with a known profile**

The neglected terms can be sized with wells that make the profile solvable. Let

w = ½k_o²φ² for φ < c, and w = ½k_i²(φ − 1)² for φ > c.

The wells meet at equal height if k_oc = k_i(1 − c), so c = k_i/(k_o + k_i). The flat profile is c e^(−k_o z) on the glass side and 1 − (1 − c)e^(k_i z) on the crystal side. Direct integration gives

z_e = c/k_o − (1 − c)/k_i = 1/k_o − 1/k_i,

γ = ½k_oc² + ½k_i(1 − c)² = k_ok_i/[2(k_o + k_i)],

z_s = [c² − (1 − c)²]/(4γ) = ½(1/k_o − 1/k_i).

Hence δ = ½(1/k_o − 1/k_i), half the difference of the two decay lengths. For these wells it is positive when the tail in the glass is the longer one, and equal tails give δ = 0 however broad the boundary is. With wells of another shape, δ can differ from zero even when the tails are equal.

For the sphere, the stationary condition is φ″ + 2φ′/r = w′(φ) − h. With φ_o = h/k_o² and φ_i = 1 + h/k_i², its solutions are

φ − φ_o ∝ e^(−k_o r)/r outside, φ − φ_i ∝ sinh(k_i r)/r inside.

Requiring φ = c at the joining radius R fixes both amplitudes. Continuity of the slope then fixes h:

(c − φ_o)(k_o + 1/R) = (φ_i − c)(k_i coth k_iR − 1/R).

The bulk energy densities are −h²/(2k_o²) in the glass and −h − h²/(2k_i²) in the crystal, so

g = h + ½h²(1/k_i² − 1/k_o²).

The barrier follows by numerical integration of the energy density above that of the glass. I evaluated (W/W₀ − 1)r*/δ for R = 20, 40, 80 and 160 in reduced length and extrapolated to zero curvature with a cubic in 1/r*. For k_o = 1, k_i = 2, where δ = +0.25, the limit is −6.000. Exchanging the two values makes δ = −0.25, and the limit is again −6.000. This calculation nowhere assumes the Tolman form of W(r).

**Comparison, and what must be small**

| Treatment at x = 0.025 | Change of barrier |
|---|---|
| Scaling, whole cube at r* | −14.3 % |
| First order, −6x | −15.0 % |
| Full maximum, equimolar radius | −14.8 % |
| Surface of tension | −15.0 % |

Scaling gave the right first-order coefficient. The variation of γ(r) during the search for the maximum does not spoil it, because the height is insensitive to a small shift of radius. The coefficients of x² are 12, 3 and 0 in the three finite treatments. Their disagreement is not a reason to prefer one of them: all use a law for γ that is itself cut off after the first power of curvature.

Suppose the next term is included at the equimolar radius,

γ(r) = γ(1 − 2δ/r + b/r²).

It adds the constant 4πγb to the work. This leaves the critical radius alone and changes the barrier by 3b/r*² relative to W₀. For an assumed b = (0.10 nm)² the change is +4.7 %, far more than the differences between the rows of the table. The sign of b is not fixed by this argument.

The solvable nucleus shows how large such terms can become. Choose the length unit so that r* = 0.80 nm and δ = 0.02 nm in both of these cases:

- Decay lengths 0.08 nm in the glass and 0.04 nm in the crystal: the barrier changes by −16.1 %.
- Decay lengths 0.24 nm and 0.20 nm: the barrier changes by −34.8 %.

The first-order law gives −15 % for both. Beyond it there remain −1.1 and −19.8 percentage points. Since r* and δ are the same in both cases, the larger remainder comes from the broader boundary. The size of the remainder also depends on the shape of the wells. With both decay lengths 0.06 nm, so that δ = 0, the barrier changes by −1.7 % for the joined parabolas and by −5.6 % for the smooth wells w = ½k²φ²(1 − φ)².

A small δ/r* is therefore not sufficient. The width of the boundary must also be small against r*. Since δ is a difference of two positions, it can be small in a broad boundary, and the first-order term need not then be the main one.

**Effect on the nucleation rate**

If the rate is proportional to exp(−W/kT), the first-order change multiplies it by

exp(0.1608/0.0517) ≈ 22.

The full maximum also gives about 22. The prefactor changes much less. Its Zeldovich factor is proportional to the square root of −d²W/dv², where v is the nucleus volume. Since dv = 4πr²dr and dW/dr = 0 at the top, this curvature scales as (2ρ − 1)/ρ⁴ relative to the uncorrected case. With ρ = 0.974 the Zeldovich factor rises by 2.6 %. If the attachment rate is proportional to the surface area of the nucleus, it falls by 5.1 %, and the product of the two falls by 2.6 %. A modest relative change of a barrier of about 20 kT thus matters through the exponential.

**Beside a real memory cell**

The values of γ and g are round numbers in the rough range used for chalcogenide phase-change glasses well below melting. They do not describe a particular alloy, and δ is an assumption in both size and sign. With r* = 0.80 nm the nucleus is only a few atomic spacings across, so the broad-boundary case above is a serious warning for such a material.

Other idealizations and uncertain inputs also move the barrier, in the examples below by 7 to 50 %. Each is taken alone, relative to W₀ and without the Tolman correction:

- **Walls.** Cells have interfaces with electrodes and dielectrics. If a wall has the same interfacial energy with crystal and glass, the nucleus is a hemisphere. Both terms of W(r) are halved at each r, and the barrier falls by 50 %.
- **Temperature.** Let g be proportional to the distance from a melting point of 900 K, with γ fixed. At 610 K the barrier is larger by (300/290)² − 1 = 7.0 %. This linear law ignores the heat-capacity difference of the phases, which matters so far below melting. With T_m = 900 K and ΔT = T_m − T, the forms g ∝ ΔT·2T/(T_m + T) and g ∝ ΔT·T give 4.9 % and 3.5 %.
- **Interfacial energy.** A value of γ higher by 5 % raises the barrier by 1.05³ − 1 = 15.8 %, which would hide the Tolman shift.
- **Misfit strain.** This needs a short calculation.

Let the free crystal differ from its cavity by a linear strain e, and let the final strain of the cavity be β. Give both phases bulk modulus K and shear modulus G. The crystal stores (9/2)K(β − e)² per volume. The glass displacement βr³/s² at distance s has principal strains −2βr³/s³, βr³/s³ and βr³/s³, with zero sum. Its energy density is 6Gβ²r⁶/s⁶, which integrates to 6Gβ² per nucleus volume. Minimizing the sum gives β = 3Ke/(3K + 4G) and the energy

18KGe²/(3K + 4G).

For assumed values K = 20 GPa, G = 10 GPa and |e| = 0.02, this is 0.090 eV/nm³. It reduces g to 0.910 eV/nm³ and raises the barrier by 21 %. This estimate holds only if the film stays elastically solid while the nucleus forms. Above its glass transition, which a phase-change film may well have passed at 600 K, it is a supercooled liquid. If its shear stress relaxes faster than the nucleus forms, the effective G tends to zero and the strain energy nearly vanishes.

Finally, the flat γ must be known independently. If it was obtained from measured nucleation rates with W₀ = 16πγ³/(3g²) and a known prefactor, the fitted value already contains the curvature correction at the radii of that experiment. Applying −6δ/r* again would count it twice. If the prefactor was fitted as well, it can absorb part of the correction, and the fitted γ is then not simply the flat value or the value at the surface of tension.
